Occupation-matrix control: seeding, releasing and testing solutions for degenerate orbitals

A Hubbard-corrected calculation of an oxide defect can converge tightly, report a smooth energy history, and still describe the wrong state. When a trapped electron may choose between two degenerate orbitals, the starting guess often makes the choice. Two users whose settings agree in all but the starting guess can then obtain different energies, and a trap level or migration energy that unknowingly combines different orbital states is unreliable. Worse, a solution that stays put may not be a minimum at all: symmetry can hold the iteration on a saddle.

The setting that addresses this is occupation-matrix control. It holds the matrix in the Hubbard potential at a chosen value, converges everything else, then releases it. This guide derives what the setting can and cannot establish, for a model small enough to be solved in closed form.

**The model and its energy**

Two neighbouring cation sites, 1 and 2, hold two electrons of parallel spin. Each site has orbitals a and b, the xz and yz orbitals for a pair along z. Rotation symmetry about the pair axis makes them degenerate and gives both the same hopping amplitude t > 0, with no hopping from a to b.

A single determinant is described by its density matrix ρ, with ρ² = ρ and Tr ρ = 2. Its 2×2 block on site i is the occupation matrix n_i. Define

N_i = Tr n_i,  z_i = n_i,aa − n_i,bb,  D_i = det n_i.

The energy has four parts:

E = −t Tr(ρ₁₂ + ρ₂₁) + Σ_i [(U/2)N_i(N_i − 1) + (U/2)Tr(n_i − n_i²) − Λz_i²].

The first is hopping. The second is the charge repulsion that the base functional is assumed to supply. The third is the rotationally invariant Hubbard correction, which penalizes fractional eigenvalues of n_i. The fourth is lattice relaxation. A local distortion q_i that splits a from b contributes −2Λq_iz_i + Λq_i²; setting the derivative to zero gives q_i = z_i, and substitution gives −Λz_i². So Λ is the relaxation energy of one fully polarized site.

For a 2×2 matrix, N² − Tr n² = 2D. The two U terms therefore add up to UD_i, and

E = −t Tr(ρ₁₂ + ρ₂₁) + Σ_i (UD_i − Λz_i²).

Differentiating with respect to n_i gives the site potential used in the iteration,

v_i = U(N_i − n_i) − 2Λz_iτ,

where τ is +1 on a and −1 on b, and N_i multiplies the unit matrix.

Occupation control splits this potential. The charge part, U(N_i − ½), follows the current density. The orbital part, U(½ − n_i) − 2Λz_iτ, is built from the target matrix until the calculation converges. After release, all of it follows the density. An energy that contains the holding potential belongs to another functional, so solutions must be ranked with the released functional E.

**The alternating solution**

Seed a on site 1 and b on site 2, called ab. After release each electron leaks a little to the other site. Let the a electron have populations (1+z)/2 on site 1 and (1−z)/2 on site 2, and the b electron the reverse. With s = √(1 − z²), the product of the two site amplitudes of either electron is s/2. Each electron then has hopping energy −2t(s/2) = −ts. On each site D_i = (1+z)(1−z)/4 = s²/4, so the repulsion is Us²/2 in total. The lattice gives −2Λz² = −2Λ + 2Λs². With

V = U + 4Λ,

the sum is

E(s) = −2Λ − 2ts + Vs²/2.

Setting dE/ds = −2t + Vs = 0 gives s = 2t/V, which is allowed if 2t < V, and

E_alt = −2Λ − 4t²/V + 2t²/V = −2Λ − 2t²/V.

The gain comes from virtual hops onto a site whose matching orbital is empty. The equal filling aa has no such gain: the bonding and antibonding combinations of a are both filled, so their hopping energies cancel. There D_i = 0 and z_i = 1, and E_eq = −2Λ. The same holds for bb.

At s = 1 both electrons are spread evenly, n_i = ½ on both sites, and E_even = U/2 − 2t. A start with all four orbitals equally filled and no off-diagonal elements leads here. For V > 2t, E(s) falls as s decreases from 1, so there is a way down. There is also a way up: moving a fraction m of both orbitals' population towards one site changes the energy to −2t√(1 − m²) + U(1 + m²)/2, which rises with m². The even solution is thus a saddle.

**Why no better determinant exists**

Trying more seeds can never prove that nothing lower exists. In this model a bound settles the question.

The vector formed by the polarization of n_i has squared length N_i² − 4D_i, and z_i is one of its components, so z_i² ≤ N_i² − 4D_i. Hence

E ≥ −2t Re Tr ρ₁₂ + V(D₁ + D₂) − Λ(N₁² + N₂²).

Write N₁ = 1 + δ, N₂ = 1 − δ, and let F be the sum of squared magnitudes of the elements of ρ₁₂. The site blocks of ρ = ρ² have the traces

N_i = Tr n_i² + F = N_i² − 2D_i + F.

Adding both sites gives 2 = 2 + 2δ² − 2(D₁ + D₂) + 2F, so D₁ + D₂ = F + δ². The trace of a 2×2 matrix is at most √2 times the root of its summed squares, so Re Tr ρ₁₂ ≤ √(2F). Therefore

E ≥ −2Λ − 2√2 t√F + VF + (V − 2Λ)δ².

The last term is not negative, because V − 2Λ = U + 2Λ. The rest is a parabola in √F with its minimum at √F = √2 t/V, where it equals −2Λ − 2t²/V. This is E_alt, so no determinant lies lower.

Equality also fixes the state. It requires δ = 0 and ρ₁₂ = (t/V) times the unit matrix. The off-diagonal block of ρ = ρ² then reads n₁ + n₂ = 1, so the fillings are complementary. For Λ > 0, equality in the first step makes n_i diagonal. The minimizers are ab and its mirror image ba.

The same bound covers strong hopping. Since n₁ − n₁² has eigenvalues of at most ¼, F cannot exceed ½. If V ≤ 2t, the parabola is still falling there, and its value at F = ½ is U/2 − 2t. The even solution is then the lowest, and there is no orbital order to seed.

A real functional comes with no such bound. There, "lowest" means lowest among the solutions found.

**When equal filling is metastable**

Convergence to aa shows that the energy is stationary, not that it is a minimum. To test that, mix orbital b of site j into the electron in a of site i, with a small real amplitude X_ji. To second order,

ρ_aa = 1 − XᵀX,  ρ_bb = XXᵀ,  ρ_ba = X.

The three energy terms change as follows.

Repulsion: D_i = (XXᵀ)_ii − X_ii². Summed over sites, the on-site amplitudes cancel and U(X₁₂² + X₂₁²) remains. Turning an orbital on its own site costs no U; moving the electron does.

Lattice: z_i = 1 − (XᵀX)_ii − (XXᵀ)_ii. Expanding −Λz_i² and summing gives +4Λ times the sum of all X_ji².

Hopping: 2t(XᵀX)₁₂ − 2t(XXᵀ)₁₂ = 2t(X₁₁ − X₂₂)(X₁₂ − X₂₁).

Define u = (X₁₁ − X₂₂)/√2 and p = (X₁₂ − X₂₁)/√2. These are the combinations that hopping couples:

ΔE = 4Λu² + 4tup + Vp².

The two sum combinations contribute 4Λ and V times their squares, which are positive. Imaginary amplitudes give the same expression. The quadratic form has the matrix with diagonal 4Λ, V and off-diagonal 2t, so its lower eigenvalue is

k = ½[U + 8Λ − √(U² + 16t²)].

It is positive when the determinant 4ΛV − 4t² is positive. Equal filling is therefore a minimum if

ΛV > t²,  that is  Λ > Λ_c = [√(U² + 16t²) − U]/8.

Without the lattice term, aa is a saddle. The Hubbard correction alone does not protect a chosen orbital, because it is invariant under rotation of a into b. This matters for calculations at fixed ions: if they are held in the undistorted geometry, the Λ term is absent and equal filling is unstable. If they are held at the distortion of the seed, q_i = 1, the lattice term is linear in z_i and gives the same 4Λ as before, so the condition above applies.

**Why the iteration may not notice**

Suppose each step replaces ρ by (1 − α) times itself plus α times the new output. In the aa state the a and b levels differ by V on each site. A small admixture X changes the a–b part of the potential by −UX_ii on site i. First-order perturbation theory for the output amplitudes, marked by a prime, gives

Vu′ + 2tp′ = Uu,  Vp′ + 2tu′ = 0.

The second equation gives p′ = −2tu′/V. Inserted in the first, it yields u′ = UVu/(V² − 4t²). After mixing, and with V − U = 4Λ, the amplitude u is multiplied in each step by

g = 1 − α(4ΛV − 4t²)/(V² − 4t²).

For V > 2t the denominator is positive. So g exceeds 1 when ΛV < t², which is the condition for a saddle. The iteration does detect the instability, provided u is not zero. A seed with diagonal matrices has u = 0, and then u stays zero apart from rounding. Hence a kick is needed: after release, rotate the orbitals slightly, so that the occupation matrices acquire off-diagonal elements, and converge again.

**A worked case**

Take t = 0.20 eV, U = 3.6 eV and Λ = 0.10 eV. Then V = 3.6 + 4(0.10) = 4.0 eV and s = 0.40/4.0 = 0.10. The difference between equal and alternating filling is 2t²/V = 0.08/4.0 eV = 20 meV.

Six seeds were held, converged, released and converged again with α = 0.7. Curvatures come from finite differences of E over all small orbital mixings, per unit of summed squared amplitude.

- aa and bb: released energy −200 meV, lowest curvature 0.356 eV.
- ab and ba: −220 meV, 0.400 eV, with z = ±0.995 on the sites.
- Even filling: +1400 meV, −3.6 eV.
- a on site 1 and an orbital halfway between a and b on site 2: −110.6 meV while held, −220 meV after release, when it has become ab.

The last seed shows why a solution should be named by its final matrix. The even filling shows the opposite danger: it survived release without a single further step, 1.62 eV above the lowest solution.

As a comparison without seeds, E was minimized by a quasi-Newton method from 24 random sets of orbitals and distortions. Ten runs ended in equal filling and fourteen in alternating filling. One unseeded run would have been a poor guide to the lowest state.

Here Λ_c = 11.0 meV, well below Λ, so aa is a true local minimum among parallel-spin determinants. The kick factor is

g = 1 − 0.7(1.60 − 0.16)/(16.00 − 0.16) = 0.936,

and a disturbance dies out.

Now reduce Λ to 5 meV with t and U fixed. Seeded aa again survives release, at −10.0 meV, but its lowest curvature is −23.9 meV and g = 1.0047. After rotating the two sites' orbitals by +0.001 and −0.001 rad, the calculation fell to −32.1 meV, the alternating solution. With a tolerance of 10⁻¹¹ on the density matrix it needed about 15,000 steps; the exact count depends on rounding.

Part of that number is an artefact of the kick. Growth by a factor of 1000 at 1.0047 per step takes about 1500 steps. But equal and opposite rotations preserve a symmetry: exchange the sites and reverse the sign of b. This symmetry enforces z₁ = z₂, whereas the final state has z₁ = −z₂. The run first settles at a symmetric stationary point with z₁ = z₂ = 0 at −22.2 meV, where the change per step falls below 10⁻¹⁰, so a looser tolerance would have stopped it there. Rounding errors had to break the symmetry. A kick should therefore use angles of different size on different sites. With +0.001 and −0.0005 rad the calculation takes about 9,700 steps: fewer, but still many. It leaves aa after about 1,100 steps and comes within 0.1 meV of the alternating energy after about 5,300; the rest is the final approach to the tolerance, in which the residual shrinks by a factor of only 0.996 per step. A run stopped after a few hundred steps would still have looked like equal filling and could have been mistaken for a metastable state.

**What the energy difference means in a device**

The parameters are rough values in the regime of Ti³⁺ pairs in titanium oxides. The value of Λ is probably high for orbitals of this type, which couple weakly to such distortions. The xy orbital is assumed to lie higher and is left out. If it does not, the two-orbital seeds miss part of the problem.

One assumption that moves the result strongly is parallel spin. Let J be the Hund coupling, roughly 0.5 eV. Two electrons on one site repel with U if their spins are parallel, U + J if the spins are opposite and the orbitals differ, and U + 3J in the same orbital. Alternating filling with opposite spins then has energy −2Λ − 2t²/(V + J), which is 2.2 meV above the lowest state. For equal filling with opposite spins, both electrons remain in a when they hop, the distortion is unaffected, and E = −2Λ − 2t²/(U + 3J), 4.3 meV above the lowest. So the 20 meV penalty for equal filling applies at parallel spin; among single determinants with spins free it shrinks to about 4 meV. If the spin directions may tilt, parallel-spin aa and opposite-spin ab are not minima: they relax to opposite-spin aa and parallel-spin ab. A collinear calculation holds them in place by symmetry, just as diagonal seeds hold an orbital saddle.

Even the sign of that remainder cannot be trusted. A determinant with one spin up and the other down captures only about half the hopping gain of the true singlet, which is close to 4t²/(U + 3J). Diagonalizing the isolated pair with spin exchange and pair hopping included puts the equally filled singlet at −231 meV, about 11 meV below the alternating triplet. In practice, spin arrangements must be seeded along with orbitals, and a difference of a few meV between them needs a treatment beyond one determinant.

Other omissions were sized one at a time, all else fixed:

- At parallel spin, diagonalizing the two-electron problem with classical distortions changes the 20.0 meV difference to 20.4 meV.
- Spin-orbit coupling with a rough constant of 20 meV and spins along the pair axis changes it by less than 0.1 meV.
- A field of 1 MV/cm along a pair 0.4 nm apart, a bias of 40 meV, changes it by about 0.002 meV.
- An elastic coupling κz₁z₂ between the distortions reverses the order once κ is below −10 meV. This is small, so the supercell must let neighbouring distortions interact realistically.
- A second distortion, which mixes a and b with relaxation energy Λ₂, adds −4Λ₂X_ii² on each site. The stability condition becomes (Λ − Λ₂)V > t², and aa ceases to be a minimum above Λ₂ = 90 meV.

A metastable solution is not yet a memory state. At parallel spin, the saddle between equal and alternating filling, found by solving for zero gradient, lies 89 meV above aa. With an attempt frequency from a rough vibrational quantum ħω = 60 meV, the crossing time at 300 K is about 2 ps. Ten years at 358 K would require 1.54 eV in the same estimate. The estimate assumes that the electrons follow the lattice. The model itself conserves the number of electrons in a, so a real transition needs a coupling that mixes a and b. The vibrational overlap between opposite distortions of one site, exp(−2Λ/ħω) = 0.036, reduces such a coupling for tunnelling but does not remove it.

At 300 K, kT is 26 meV. Within the parallel-spin states, Boltzmann weights put 68% in the two alternating fillings and 32% in the two equal ones. Within this set the lowest solution is the right zero of energy, but not a full description of the warm defect.

**Using the setting**

1. List the fillings for every site and spin arrangement, in axes aligned with the local environment. Include off-diagonal matrices, since the best orbital may lie between the chosen axes.
2. Hold each target until the remaining density converges. Where relaxation matters, start from ions displaced to suit the seed.
3. Release the matrix completely, converge, and record the final matrix and the energy of the released functional.
4. Turn off imposed symmetry, apply a small kick with unequal angles, and converge again. Allow many steps: when t is much smaller than U, g exceeds 1 only slightly everywhere on the unstable side of the threshold, and slow drift resembles convergence. With the t, U and α of the worked case, g never exceeds 1.009, even at Λ = 0.
5. Relax the ions and repeat the kick, because stability can depend on the distortion.
6. Rank the survivors at the same U, cell and basis. Call the best one the lowest found, and compute a barrier before calling any other one long-lived.
